# Solving the optimized effective potential equation for beryllium with radial Green functions: a program that tests the result

```python
"""Exchange-only optimized effective potential (OEP) of the beryllium atom.

Result under test: the best local potential gives E = -14.5724 hartree, and
its exchange part v_x solves the Fredholm equation sum_i u_i psi_i = 0.
u_i: radial orbitals (1s, 2s); psi_i: their first-order shifts caused by
replacing orbital exchange K by v_x. Hartree atomic units throughout.
Grid: r = exp(x), u = sqrt(r) y, y'' = F y, F = 1/4 + 2 r^2 (V - e).
Numerov variable z = P y, P = 1 - h^2 F / 12; rho = h r^2 is the weight
in the norm sum(rho y^2) = 1. V is the full local potential.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants

Z = 4.0
R_MIN, R_MAX = 1.0e-5, 16.0
TIKHONOV = 1.0e-8
MIXING = 0.5


class Grid:
    def __init__(self, size):
        self.x = np.linspace(np.log(R_MIN), np.log(R_MAX), size)
        self.h = self.x[1] - self.x[0]
        self.r = np.exp(self.x)
        self.rho = self.h * self.r**2
        # left boundary: ratio z_0/z_1 of the regular solution for F = 1/4
        c = 2 + 0.25 * self.h**2 / (1 - self.h**2 / 48)
        self.left = (c - np.sqrt(c * c - 4)) / 2


class Orbital:
    """Eigenvalue with regular (y) and irregular (irr) solutions."""

    def __init__(self, g, V, level):
        lo, hi = -9.0, 0.0
        for _ in range(52):
            mid = 0.5 * (lo + hi)
            b, _, _ = recurrence(g, V, mid)
            if count_below(b.tolist(), g.left) > level:
                hi = mid
            else:
                lo = mid
        self.e = 0.5 * (lo + hi)
        b, P, F = recurrence(g, V, self.e)
        n = len(b)
        m = int(np.nonzero(F < 0)[0][-1])     # outer turning point
        z = np.zeros(n)
        z[0], z[1] = 1.0, b[0] - g.left
        for j in range(1, m):
            z[j + 1] = b[j] * z[j] - z[j - 1]
        inward = np.zeros(n + 1)
        inward[n - 1] = 1.0
        for j in range(n - 1, m, -1):
            inward[j - 1] = b[j] * inward[j] - inward[j + 1]
        z[m:] = inward[m:n] * (z[m] / inward[m])
        z /= np.sqrt(np.sum(g.rho * (z / P)**2))
        w = np.zeros(n)
        w[m + 1] = g.h / z[m]
        w[m - 1] = -w[m + 1]
        for j in range(m + 1, n - 1):
            w[j + 1] = b[j] * w[j] - w[j - 1]
        for j in range(m - 1, 0, -1):
            w[j - 1] = b[j] * w[j] - w[j + 1]
        self.y, self.irr, self.P, self.m = z / P, w / P, P, m
        wronskian = z[:-1] * w[1:] - z[1:] * w[:-1]
        self.wronskian_error = np.max(np.abs(wronskian / g.h - 1))


def recurrence(g, V, e):
    F = 0.25 + 2 * g.r**2 * (V - e)
    P = 1 - g.h**2 * F / 12
    return 2 + g.h**2 * F / P, P, F


def count_below(b, left):
    """Number of eigenvalues below the energy that produced b."""
    q = b[0] - left
    count = int(q < 0)
    for bj in b[1:]:
        q = bj - 1.0 / q
        if q < 0:
            count += 1
    return count


def tail(q):
    """Sum over all grid points beyond each point."""
    return np.append(np.cumsum(q[::-1])[::-1][1:], 0.0)


def solve_orbitals(g, V):
    return [Orbital(g, V, 0), Orbital(g, V, 1)]


def pair_potential(g, ya, yb, total):
    """Integral of u_a u_b / r_> ; total is the overlap of a and b."""
    q = g.rho * ya * yb
    inner = np.where(g.r < 1, np.cumsum(q), total - tail(q))
    return inner / g.r + tail(q / g.r) - g.h**2 * g.r * ya * yb / 12


def fields(g, orbs):
    """Hartree potential and exchange operator acting on each orbital."""
    a, b = orbs[0].y, orbs[1].y
    Yaa = pair_potential(g, a, a, 1.0)
    Ybb = pair_potential(g, b, b, 1.0)
    Yab = pair_potential(g, a, b, 0.0)
    return 2 * (Yaa + Ybb), [-Yaa * a - Yab * b, -Yab * a - Ybb * b]


def energy_parts(g, V, orbs):
    vH, K = fields(g, orbs)
    n = 2 * sum(o.y**2 for o in orbs)
    kinetic = 2 * sum(o.e for o in orbs) - np.sum(g.rho * n * V)
    external = -Z * np.sum(g.rho * n / g.r)
    hartree = 0.5 * np.sum(g.rho * n * vH)
    exchange = sum(np.sum(g.rho * o.y * k) for o, k in zip(orbs, K))
    return np.array([kinetic, external, hartree, exchange])


def oep_residual(g, w, orbs, K):
    """Sum of orbital times orbital shift for the local potential w."""
    s = np.zeros_like(w)
    index = np.arange(len(w))
    for o, k in zip(orbs, K):
        d = w * o.y - k
        d = d - o.y * np.sum(g.rho * o.y * d)
        S = 2 * g.r**2 * d
        q = g.h * o.y * S
        inner = np.where(index <= o.m, np.cumsum(q), -tail(q))
        prod = (o.y * o.irr * inner + o.y**2 * tail(g.h * o.irr * S)
                + g.h**2 * o.y * S / (12 * o.P))
        s += prod - o.y**2 * np.sum(g.rho * prod)
    return s


def kernel(g, orbs):
    """Fredholm kernel from regular and irregular solutions, projected."""
    X = np.zeros((len(g.r), len(g.r)))
    for o in orbs:
        n = o.y**2
        a = np.triu(np.outer(n, o.y * o.irr))
        a = a + np.triu(a, 1).T
        a[np.diag_indices_from(a)] += g.h * n / (12 * o.P)
        ar = a @ g.rho
        X += a - np.outer(n, ar) - np.outer(ar, n)
        X += np.outer(n, n) * (g.rho @ ar)
    return X


def scaled_kernel(g, orbs):
    n = sum(o.y**2 for o in orbs)
    scale = np.sqrt(g.rho / n)
    return -2 * kernel(g, orbs) * np.outer(scale, scale), scale, n


def fredholm_step(g, vx, orbs, K):
    """Correct vx so that the OEP residual vanishes for fixed orbitals."""
    A, scale, n = scaled_kernel(g, orbs)
    root = np.sqrt(g.rho * n)
    A += np.outer(root, root) / 2          # lifts the constant null vector
    A[np.diag_indices_from(A)] += TIKHONOV
    vx = vx + np.linalg.solve(A, scale * oep_residual(g, vx, orbs, K)) / root
    y = orbs[1].y
    return vx - np.sum(g.rho * y * (vx * y - K[1]))


def start_potential(g):
    return -(1 + (Z - 1) * np.exp(-g.r)) / g.r


def self_consistency(g):
    V, vx, history = start_potential(g), None, []
    for _ in range(100):
        orbs = solve_orbitals(g, V)
        history.append(energy_parts(g, V, orbs).sum())
        vH, K = fields(g, orbs)
        n = sum(o.y**2 for o in orbs)
        if vx is None:
            vx = sum(o.y * k for o, k in zip(orbs, K)) / n
        vx = fredholm_step(g, vx, orbs, K)
        V_new = -Z / g.r + vH + vx
        change = np.sqrt(np.sum(g.rho * n * (V_new - V)**2))
        if change < 1e-8:
            break
        V = V + MIXING * (V_new - V)
    assert change < 1e-6
    return V, vx, orbs, K, history, change


def numerical_slope(g, V, bump, step=2e-4):
    e = [energy_parts(g, V + t * bump, solve_orbitals(g, V + t * bump)).sum()
         for t in (step, -step)]
    return (e[0] - e[1]) / (2 * step)


# ---- radial OEP on two grids
coarse = Grid(320)
E_coarse = energy_parts(coarse, *self_consistency(coarse)[0:3:2]).sum()
g = Grid(480)
V, vx, orbs, K, history, change = self_consistency(g)
parts = energy_parts(g, V, orbs)
E = parts.sum()
assert abs(E - E_coarse) < 3e-5
assert abs(E + 14.5724) < 5e-5
wronskian_error = max(o.wronskian_error for o in orbs)
assert wronskian_error < 1e-8
overlap = np.sum(g.rho * orbs[0].y * orbs[1].y)
assert abs(overlap) < 1e-10
residual = np.max(np.abs(g.r * oep_residual(g, vx, orbs, K)))
assert residual < 1e-6

# ---- functional derivative: formula against energies of re-solved orbitals
V0 = start_potential(g)
orbs0 = solve_orbitals(g, V0)
vH0, K0 = fields(g, orbs0)
s0 = oep_residual(g, V0 + Z / g.r - vH0, orbs0, K0)
slopes = []
for center in (0.3, 1.0, 2.5):
    bump = np.exp(-((g.r - center) / (0.5 * center))**2)
    formula = -4 * np.sum(g.rho * bump * s0)
    slopes.append((center, formula, numerical_slope(g, V0, bump),
                   numerical_slope(g, V, bump)))
    assert abs(slopes[-1][1] - slopes[-1][2]) < 1e-5
    assert abs(slopes[-1][3]) < 1e-5
assert max(abs(row[1]) for row in slopes) > 1e-3

# ---- kernel against the density response of re-solved orbitals
bump = np.exp(-(g.r - 1)**2)
step = 2e-4
dens = [sum(o.y**2 for o in solve_orbitals(g, V + t * bump))
        for t in (step, -step)]
response_fd = g.r * (dens[0] - dens[1]) / (2 * step)
response = g.r * 2 * (kernel(g, orbs) @ (2 * g.rho * bump))
response_error = (np.max(np.abs(response - response_fd))
                  / np.max(np.abs(response_fd)))
assert response_error < 1e-4
spectrum = np.linalg.eigvalsh(scaled_kernel(g, orbs)[0])
assert spectrum[0] > -1e-7

# ---- exact properties of the converged potential
vx_of_x = CubicSpline(g.x, vx)
tail_product = 8 * float(vx_of_x(np.log(8.0)))
assert abs(tail_product + 1) < 0.01
n_full = 2 * sum(o.y**2 for o in orbs)
exchange_virial = -np.sum(g.rho * n_full * vx_of_x(g.x, 1))
assert abs(exchange_virial - parts[3]) < 2e-3
assert abs(E + parts[0]) < 1e-4

# ---- second road: s-type Gaussians with analytic integrals
alpha = 0.02 * 2.0**np.arange(24)
nb = len(alpha)
norm = (2 * alpha / np.pi)**0.75
p = alpha[:, None] + alpha[None, :]
NN = np.outer(norm, norm)
S = NN * (np.pi / p)**1.5
kinetic_matrix = 3 * np.outer(alpha, alpha) / p * S
h_core = kinetic_matrix - Z * NN * 2 * np.pi / p
pf, nf = p.ravel(), NN.ravel()
eri = (np.outer(nf / pf, nf / pf) * 2 * np.pi**2.5
       / np.sqrt(pf[:, None] + pf[None, :]))
eri_x = eri.reshape(nb, nb, nb, nb).transpose(0, 2, 1, 3).reshape(nb**2, -1)


def coulomb_matrix(D):
    return (eri @ D.ravel()).reshape(nb, nb)


def fock_and_energy(D):
    exchange = (eri_x @ D.ravel()).reshape(nb, nb)
    F = h_core + coulomb_matrix(D) - 0.5 * exchange
    return F, 0.5 * np.sum(D * (h_core + F))


C = eigh(h_core, S)[1][:, :2]
D = 2 * C @ C.T
for _ in range(100):
    C = eigh(fock_and_energy(D)[0], S)[1][:, :2]
    D_new = 2 * C @ C.T
    E_change = abs(fock_and_energy(D_new)[1] - fock_and_energy(D)[1])
    D = 0.5 * (D + D_new)
assert E_change < 1e-8, E_change
E_HF = fock_and_energy(D_new)[1]

# the converged radial potential, continued by its Coulomb tail
r_far = np.exp(g.x[-1] + g.h * np.arange(1, 60))
r_all = np.concatenate([g.r, r_far])
screening = np.concatenate([V + Z / g.r, (Z - 1) / r_far])
phi = norm[:, None] * np.exp(-np.outer(alpha, r_all**2))
screening_matrix = (phi * (4 * np.pi * g.h * r_all**3 * screening)) @ phi.T
C = eigh(h_core + screening_matrix, S)[1][:, :2]
E_same_potential = fock_and_energy(2 * C @ C.T)[1]
assert abs(E_same_potential - E) < 3e-5, (E_same_potential, E, E_HF)

# fresh minimisation: nucleus + 3/4 of a frozen Hartree term + Gaussians
base = h_core + 0.75 * coulomb_matrix(D_new)
widths = 0.03 * 2.2**np.arange(13)
shapes = np.array([S * (p / (p + b))**1.5 for b in widths])


def trial_energy(c):
    """Energy, its gradient and an approximate curvature."""
    e, C = eigh(base + np.tensordot(c, shapes, 1), S)
    occ, vir = C[:, :2], C[:, 2:]
    F, energy = fock_and_energy(2 * occ @ occ.T)
    gap = (e[None, 2:] - e[:2, None]).ravel()
    f = (occ.T @ F @ vir).ravel()
    v = np.array([(occ.T @ s @ vir).ravel() for s in shapes])
    return energy, -4 * v @ (f / gap), 4 * (v / gap) @ v.T


coefficients = np.zeros(len(widths))
E_trial_start = trial_energy(coefficients)[0]
for _ in range(120):
    _, gradient, curvature = trial_energy(coefficients)
    curvature = curvature + 1e-8 * np.eye(len(widths))
    coefficients -= 0.5 * np.linalg.solve(curvature, gradient)
E_trial, gradient, _ = trial_energy(coefficients)
largest_gradient = np.max(np.abs(gradient))
assert largest_gradient < 1e-6, (largest_gradient, E_trial, E)
assert abs(E_trial - E) < 5e-5, (E_trial, E, E_same_potential, E_HF)
assert E_HF < E - 1e-4, (E_HF, E)

# ---- report
eV = physical_constants["Hartree energy in eV"][0]
print(f"nuclear charge Z: {Z:.0f}")
print(f"grid: {len(g.r)} points, r from {R_MIN:.0e} to {R_MAX:.0f} bohr")
print(f"logarithmic step h: {g.h:.6f}")
print(f"Tikhonov term: {TIKHONOV:.0e}; mixing fraction: {MIXING}")
print("start potential: -(1 + 3 exp(-r))/r hartree, r in bohr")
for i in (0, 1, 2, 3, 5, 10):
    if i < len(history):
        print(f"energy in iteration {i + 1}: {history[i]:.6f} hartree")
print(f"iterations used: {len(history)}")
print(f"last weighted potential change: {change:.1e} hartree")
print(f"1s orbital energy: {orbs[0].e:.5f} hartree")
print(f"2s orbital energy: {orbs[1].e:.5f} hartree")
for name, value in zip(("kinetic", "nuclear", "Hartree", "exchange"), parts):
    print(f"{name} energy: {value:.5f} hartree")
print(f"OEP total energy: {E:.6f} hartree = {E * eV:.3f} eV")
print(f"OEP total energy, 320 points: {E_coarse:.6f} hartree")
print(f"radial potential in Gaussian basis: {E_same_potential:.6f} hartree")
print(f"Gaussians: {nb} for orbitals, {len(widths)} for the potential")
print(f"Gaussian-basis energy, Fermi-Amaldi start: {E_trial_start:.6f} hartree")
print(f"Gaussian-basis local-potential minimum: {E_trial:.6f} hartree")
print(f"largest gradient at that minimum: {largest_gradient:.1e}")
print(f"Gaussian-basis Hartree-Fock energy: {E_HF:.6f} hartree")
print(f"OEP minus Hartree-Fock: {1000 * (E - E_HF):.3f} millihartree")
for radius in (0.01, 0.1, 0.3, 0.6, 0.8, 1.0, 1.5, 2.0, 4.0, 8.0):
    print(f"v_x at r = {radius} bohr: {vx_of_x(np.log(radius)):.4f} hartree")
print(f"r v_x at 8 bohr: {tail_product:.5f} hartree bohr")
print(f"exchange energy from virial relation: {exchange_virial:.5f} hartree")
print(f"largest relative Wronskian error: {wronskian_error:.1e}")
print(f"1s-2s overlap: {overlap:.1e}")
print(f"largest OEP residual r*s: {residual:.1e} atomic units")
print(f"relative density-response error: {response_error:.1e}")
print(f"scaled kernel, largest eigenvalue: {spectrum[-1]:.4f} 1/hartree")
print(f"kernel eigenvalues below 1e-6: {np.sum(spectrum < 1e-6)}")
print("energy slopes (dimensionless): start formula, start numeric, final")
for center, formula, numeric, final in slopes:
    print(f"bump at {center} bohr: {formula:.6f}, {numeric:.6f}, {final:.1e}")
print("verified")
```

Output:

```
nuclear charge Z: 4
grid: 480 points, r from 1e-05 to 16 bohr
logarithmic step h: 0.029824
Tikhonov term: 1e-08; mixing fraction: 0.5
start potential: -(1 + 3 exp(-r))/r hartree, r in bohr
energy in iteration 1: -14.387061 hartree
energy in iteration 2: -14.547242 hartree
energy in iteration 3: -14.568937 hartree
energy in iteration 4: -14.571900 hartree
energy in iteration 6: -14.572416 hartree
energy in iteration 11: -14.572433 hartree
iterations used: 26
last weighted potential change: 7.1e-09 hartree
1s orbital energy: -4.12570 hartree
2s orbital energy: -0.30923 hartree
kinetic energy: 14.57243 hartree
nuclear energy: -33.63464 hartree
Hartree energy: 7.15555 hartree
exchange energy: -2.66577 hartree
OEP total energy: -14.572433 hartree = -396.536 eV
OEP total energy, 320 points: -14.572433 hartree
radial potential in Gaussian basis: -14.572440 hartree
Gaussians: 24 for orbitals, 13 for the potential
Gaussian-basis energy, Fermi-Amaldi start: -14.531410 hartree
Gaussian-basis local-potential minimum: -14.572428 hartree
largest gradient at that minimum: 5.6e-11
Gaussian-basis Hartree-Fock energy: -14.573023 hartree
OEP minus Hartree-Fock: 0.590 millihartree
v_x at r = 0.01 bohr: -3.1266 hartree
v_x at r = 0.1 bohr: -2.8785 hartree
v_x at r = 0.3 bohr: -1.9685 hartree
v_x at r = 0.6 bohr: -1.0047 hartree
v_x at r = 0.8 bohr: -0.5571 hartree
v_x at r = 1.0 bohr: -0.3201 hartree
v_x at r = 1.5 bohr: -0.4366 hartree
v_x at r = 2.0 bohr: -0.3936 hartree
v_x at r = 4.0 bohr: -0.2448 hartree
v_x at r = 8.0 bohr: -0.1250 hartree
r v_x at 8 bohr: -0.99991 hartree bohr
exchange energy from virial relation: -2.66577 hartree
largest relative Wronskian error: 2.8e-13
1s-2s overlap: 8.4e-15
largest OEP residual r*s: 2.7e-15 atomic units
relative density-response error: 2.4e-08
scaled kernel, largest eigenvalue: 4.5513 1/hartree
kernel eigenvalues below 1e-6: 266
energy slopes (dimensionless): start formula, start numeric, final
bump at 0.3 bohr: -0.075281, -0.075281, -4.2e-10
bump at 1.0 bohr: -0.299809, -0.299809, -2.5e-09
bump at 2.5 bohr: 0.152472, 0.152472, 5.6e-08
verified
```
